# Franck-Condon progression of a displaced metal-ligand breathing mode at zero temperature

## Definitions and conventions

The system is an octahedral complex ML\(_6\) whose ligands are treated as rigid point masses \(m\). Its electronic ground state \(g\) is nondegenerate. The excited state \(e\) is threefold degenerate: the octahedral operations turn the three components of the electric dipole into one another, so the dipole connects \(g\) only to threefold sets. Spin-orbit coupling is neglected, and so is Jahn-Teller coupling, which would split the set when the octahedron is distorted. Both states then have octahedral equilibrium structures. All six bonds are longer by \(\delta r\) in the excited state.

- \(Q=\sqrt6\,r\) is the breathing coordinate, where \(r\) is the common change of the six bond lengths from their ground-state value. Its momentum is \(p\), with \([Q,p]=i\hbar\).
- \(d=\sqrt6\,\delta r\) is the displacement of the excited-state minimum.
- \(\omega\) is the angular frequency of the mode, taken equal in both states, and \(\ell=\sqrt{\hbar/(m\omega)}\) is its oscillator length.
- \(|n_g\rangle\) and \(|n_e\rangle\) are the vibrational states with \(n\) quanta in the two potentials.
- \(c_n=\langle n_e|0_g\rangle\) is the overlap amplitude and \(P_n=|c_n|^2\) the Franck-Condon factor.
- \(\alpha=d/(\sqrt2\,\ell)\) is the dimensionless shift, and the Huang-Rhys factor is
\[
S=\alpha^2=\frac{m\omega d^2}{2\hbar}=\frac{3m\omega\,\delta r^2}{\hbar}.
\]

Energies are quoted as wavenumbers in cm\(^{-1}\). The result derived below is

\[
P_n=e^{-S}\frac{S^n}{n!},\qquad n=0,1,2,\dots
\]

## Why one coordinate is enough

With Jahn-Teller coupling neglected, the three components of \(e\) share one potential energy. A symmetry operation of the octahedron only mixes these components, so it leaves this energy unchanged, as it does the energy of \(g\). The gradient of the excited-state energy at the ground-state geometry must therefore be a totally symmetric displacement. There is one such displacement. Inversion would reverse any motion of the metal, so the metal stays at rest. A fourfold rotation about a bond leaves that ligand in place and would turn any sideways motion, so each ligand moves along its bond. The operations interchange the ligands, so all six move equally. This is the breathing motion. The force-constant matrix respects the same symmetry and cannot mix it with other motions, so it is a normal mode.

The kinetic energy fixes the mass that belongs to \(Q\):

\[
6\cdot\tfrac12 m\dot r^2=\tfrac12 m\dot Q^2 .
\]

Thus the mass is that of one ligand, provided that \(Q=\sqrt6\,r\) is used. If \(r\) itself is the coordinate, the mass is \(6m\). Combining \(m\) with \(\delta r\) would make \(S\) too small by a factor of six.

The remaining modes are assumed to have the same frequencies and normal coordinates in both states. At zero temperature each then contributes an overlap of one for its 0-0 transition and zero for all others.

## Hamiltonians and line positions

Both potentials are taken to be harmonic along the breathing coordinate. For this mode,

\[
H_g=\frac{p^2}{2m}+\frac{m\omega^2Q^2}{2},\qquad
H_e=T_e+\frac{p^2}{2m}+\frac{m\omega^2(Q-d)^2}{2},
\]

where \(T_e\) is the energy difference between the two potential minima. Define

\[
a=\frac{Q}{\sqrt2\,\ell}+\frac{i\ell p}{\sqrt2\,\hbar},\qquad
b=\frac{Q-d}{\sqrt2\,\ell}+\frac{i\ell p}{\sqrt2\,\hbar}=a-\alpha .
\]

A constant shift does not alter a commutator, so \([b,b^\dagger]=[a,a^\dagger]=1\), and

\[
H_g=\hbar\omega(a^\dagger a+\tfrac12),\qquad
H_e=T_e+\hbar\omega(b^\dagger b+\tfrac12).
\]

The transition \(0_g\to n_e\) needs the photon energy

\[
E_n=T_e+\hbar\omega(n+\tfrac12)-\tfrac12\hbar\omega=E_{00}+n\hbar\omega,\qquad E_{00}=T_e .
\]

The zero-point energies cancel because the frequencies are equal.

## From the transition dipole to the overlap

In the Born-Oppenheimer approximation the transition amplitude is \(\langle n_e|\mu(Q)|0_g\rangle\), with \(\mu(Q)\) the electronic transition dipole along the polarization of the light. Each linear polarization reaches one combination of the three components of \(e\), and all combinations have the same potential. The Condon approximation replaces \(\mu(Q)\) by a constant \(\mu_0\), which leaves \(\mu_0c_n\). The golden-rule transition rate in a weak field of given amplitude is then proportional to \(P_n\).

This requires \(\mu_0\neq0\), as for a dipole-allowed charge-transfer band. The breathing motion preserves the inversion centre, so it cannot give intensity to a transition between two states of equal parity. The electric-dipole intensity of such a band must come from odd-parity vibrations, which are outside this derivation.

## Derivation of the weights

The state \(|0_g\rangle\) satisfies \(a|0_g\rangle=0\). Since \(b=a-\alpha\),

\[
b|0_g\rangle=-\alpha|0_g\rangle .
\]

Seen from the excited-state potential, the initial state is an eigenstate of the lowering operator, that is, a coherent state.

Project this equation on \(\langle n_e|\). From \(b^\dagger|n_e\rangle=\sqrt{n+1}\,|(n+1)_e\rangle\), the adjoint relation is \(\langle n_e|b=\sqrt{n+1}\,\langle(n+1)_e|\). Therefore

\[
\sqrt{n+1}\,c_{n+1}=-\alpha c_n .
\]

Each step supplies a factor \(-\alpha\) and divides by the square root of the new quantum number:

\[
c_1=-\alpha c_0,\quad
c_2=\frac{\alpha^2}{\sqrt{2}}c_0,\quad\dots,\quad
c_n=\frac{(-\alpha)^n}{\sqrt{n!}}c_0 .
\]

The states \(|n_e\rangle\) form a complete set and \(|0_g\rangle\) is normalized, so

\[
1=\sum_{n=0}^{\infty}|c_n|^2=|c_0|^2\sum_{n=0}^{\infty}\frac{S^n}{n!}=|c_0|^2e^S .
\]

Hence \(|c_0|^2=e^{-S}\), and \(P_n=e^{-S}S^n/n!\) follows.

The same \(c_0\) comes from the integral of two positive Gaussians. With \(Q^2+(Q-d)^2=2(Q-d/2)^2+d^2/2\),

\[
c_0=\frac{1}{\sqrt\pi\,\ell}\int_{-\infty}^{\infty}
e^{-[Q^2+(Q-d)^2]/(2\ell^2)}\,dQ
=e^{-d^2/(4\ell^2)}=e^{-S/2}.
\]

The alternating signs of \(c_n\) refer to excited wavefunctions built with \(b^\dagger\), which are positive at large positive \(Q\). They disappear from \(P_n\), but matter when the dipole varies with \(Q\).

For emission from \(|0_e\rangle\), use \(a=b+\alpha\), which gives \(a|0_e\rangle=\alpha|0_e\rangle\). The same steps yield

\[
\langle n_g|0_e\rangle=e^{-S/2}\frac{\alpha^n}{\sqrt{n!}} .
\]

The Franck-Condon factors are unchanged, while the lines lie at \(E_{00}-n\hbar\omega\).

## Shape, mean and limiting cases

Successive weights obey

\[
\frac{P_{n+1}}{P_n}=\frac{S}{n+1}.
\]

They rise while \(n+1<S\) and fall once \(n+1>S\). The largest weight is at the integer part of \(S\); if \(S\) is a positive integer, the lines \(S-1\) and \(S\) tie.

The moments follow by cancelling factors in \(n!\):

\[
\langle n\rangle=\sum_{n\ge1}e^{-S}\frac{S^n}{(n-1)!}=S,\qquad
\langle n(n-1)\rangle=\sum_{n\ge2}e^{-S}\frac{S^n}{(n-2)!}=S^2 .
\]

The variance is \(S^2+S-S^2=S\). The \(P_n\)-weighted mean transition energy is thus \(E_{00}+S\hbar\omega\), with

\[
S\hbar\omega=\tfrac12m\omega^2d^2 .
\]

This is the reorganization energy, the height of the excited potential at \(Q=0\) above its minimum. The root-mean-square width is \(\hbar\omega\sqrt S\).

For \(S\ll1\), \(P_0\approx1-S\) and \(P_1\approx S\): the spectrum is an origin line with one weak satellite. For \(S\gg1\), put \(n=S+x\) with \(|x|\ll S^{2/3}\). Stirling's formula gives

\[
\ln P_n\approx x-(S+x)\ln\!\left(1+\frac{x}{S}\right)-\tfrac12\ln(2\pi S)
\approx-\frac{x^2}{2S}-\tfrac12\ln(2\pi S).
\]

The centre of the progression approaches a Gaussian of variance \(S\) in \(n\).

## From weights to measured intensities

The absorption cross section is absorbed power divided by incident intensity. Absorbed power is photon energy times transition rate, so the cross section integrated over one line is proportional to \(E_nP_n\). Since \(\sum_nE_nP_n=E_{00}+S\hbar\omega\), the normalized absorption share is

\[
A_n=P_n\frac{E_{00}+n\hbar\omega}{E_{00}+S\hbar\omega}.
\]

In spontaneous emission the density of photon modes gives two powers of photon energy and the squared field per photon gives one. The photon rate is proportional to \((E_{00}-n\hbar\omega)^3P_n\). Both statements assume a constant refractive index across the band.

If these factors are ignored, the first intensity ratio returns an apparent \(S\):

\[
S_{\rm abs}=S\left(1+\frac{\hbar\omega}{E_{00}}\right),\qquad
S_{\rm em}=S\left(1-\frac{\hbar\omega}{E_{00}}\right)^3 .
\]

To recover \(P_n\), integrate each absorption line over photon energy and divide by \(E_n\). For emission, divide the photon count in each line by the cube of its photon energy. In both cases, then scale the results so that they sum to one over the whole progression.

## Worked example

The following are round model parameters: \(m=20\) u, a mode wavenumber of 400 cm\(^{-1}\), \(\delta r=0.060\) Å and an origin at 25000 cm\(^{-1}\). The oscillator length is \(\ell=0.06492\) Å, and

\[
d=\sqrt6\,(0.060\ \text{Å})=0.14697\ \text{Å},\qquad
S=\frac12\left(\frac{0.14697}{0.06492}\right)^2\approx2.563 .
\]

The reorganization energy is \(2.563\times400\approx1025\) cm\(^{-1}\), or 20.36 zJ. The first weight is \(e^{-2.563}=0.0771\). The recurrence then gives \(P_1=0.0771\times2.563=0.1976\) and \(P_2=0.1976\times2.563/2=0.253\).

| \(n\) | Line (cm\(^{-1}\)) | \(P_n\) | \(A_n\) |
|---|---:|---:|---:|
| 0 | 25000 | 0.077 | 0.074 |
| 1 | 25400 | 0.198 | 0.193 |
| 2 | 25800 | 0.253 | 0.251 |
| 3 | 26200 | 0.216 | 0.218 |
| 4 | 26600 | 0.139 | 0.142 |
| 5 | 27000 | 0.071 | 0.074 |

The strongest line is \(n=2\), the integer part of \(S\). Diagonalizing both Hamiltonians on a grid gives the same weights to the printed digits, as the numerical output shows. Lines 0 to 8 carry 0.9987 of the total weight, so stopping there omits about 0.13 per cent.

The uncorrected absorption ratio gives \(S_{\rm abs}=2.604\), 1.6 per cent above the true value. The emission ratio gives \(S_{\rm em}=2.442\), 4.7 per cent below it. To obtain the bond change from \(S\), invert the definition:

\[
|\delta r|=\ell\sqrt{S/3}.
\]

A small relative error in \(S\) therefore produces half that relative error in \(|\delta r|\). The Poisson weights do not determine whether the bonds lengthen or shorten, because \(S\) depends on \(d^2\).

## Unequal frequencies

Let the excited-state frequency be \(\rho\omega\), and let \(B\) be its lowering operator. With \(u=\sqrt{\rho}/(\sqrt2\,\ell)\),

\[
B=u(Q-d)+\frac{ip}{\sqrt{2m\hbar\rho\omega}} .
\]

The condition \(a|0_g\rangle=0\) means \(ip|0_g\rangle=-m\omega Q|0_g\rangle\). Consequently,

\[
B|0_g\rangle=u\left[\left(1-\frac1\rho\right)Q-d\right]|0_g\rangle,\qquad
B^\dagger|0_g\rangle=u\left[\left(1+\frac1\rho\right)Q-d\right]|0_g\rangle .
\]

Choose \(\lambda=(\rho-1)/(\rho+1)\) to eliminate \(Q\). Then

\[
(B-\lambda B^\dagger)|0_g\rangle=-\kappa|0_g\rangle,\qquad
\kappa=ud(1-\lambda)=\frac{2ud}{\rho+1},
\]

and projection on \(\langle n_e|\) gives

\[
\sqrt{n+1}\,c_{n+1}=-\kappa c_n+\lambda\sqrt n\,c_{n-1}.
\]

The extra term breaks the Poisson law. A useful diagnostic is \(R_n=(n+1)P_{n+1}/P_n\), which equals \(S\) for every \(n\) in a Poisson progression. Here the first two values are

\[
R_0=\kappa^2=\frac{4\rho S}{(1+\rho)^2},\qquad
R_1=\frac{(\kappa^2+\lambda)^2}{\kappa^2}.
\]

For an excited-state wavenumber of 360 cm\(^{-1}\), \(\rho=0.9\) and \(\lambda=-0.0526\). The formulas give 2.556 and 2.451, in agreement with the grid values; the next grid value is 2.345. A 10 per cent softening barely changes the first ratio but makes the later ones drift downward.

A drift of \(R_n\) does not by itself show that the frequencies differ, because anharmonicity also produces one. Take two Morse potentials of the same shape, with harmonic wavenumber 400 cm\(^{-1}\), anharmonicity constant \(\omega_ex_e=0.5\) cm\(^{-1}\) and the displacement of the example. The first line spacing changes only to 399 cm\(^{-1}\) and \(-\ln P_0\) only to 2.558, but the first three \(R_n\) become 2.28, 2.49 and 2.69 if the bonds lengthen and 2.86, 2.61 and 2.37 if they shorten. In a real complex, \(S\) taken from the first ratio, and the bond change derived from it, can therefore be in error by more than the photon-energy corrections above.

## A dipole that varies with the bond length

Suppose \(\mu(Q)=\mu_0(1+\eta q)\), with \(q=Q/\ell=(a+a^\dagger)/\sqrt2\). Substitution of \(a=b+\alpha\) gives \(q=(b+b^\dagger+2\alpha)/\sqrt2\). For \(\alpha>0\), the case of longer bonds assumed here (for shorter bonds replace \(\eta\) by \(-\eta\) in the weights and ratios below), the equal-frequency recurrence gives \(\sqrt n\,c_{n-1}=-(n/\alpha)c_n\), so

\[
\langle n_e|q|0_g\rangle
=\frac{-\alpha-n/\alpha+2\alpha}{\sqrt2}\,c_n
=\frac{S-n}{\sqrt{2S}}\,c_n .
\]

The relative weights become

\[
P_n'=P_n\left[1+\eta\frac{S-n}{\sqrt{2S}}\right]^2 .
\]

For \(\eta=0.1\), the first three values of \(R_n\) are 2.363, 2.355 and 2.347. They differ by less than 1 per cent, yet the first lies about 8 per cent below the true \(S\). Nearly constant ratios therefore do not establish that the dipole is constant. Emission supplies the missing information. The same steps give \(\langle n_g|q|0_e\rangle=\frac{S+n}{\sqrt{2S}}\langle n_g|0_e\rangle\), so the first emission ratio, corrected for photon energy, is shifted the other way, to 2.770. The square roots of the first absorption and emission ratios are \(|\sqrt S-w|\) and \(|\sqrt S+w|\), with \(w=\eta/(\sqrt2+\eta\sqrt S)\), so exchanging \(\sqrt S\) and \(|w|\) changes neither. If \(|\eta|\) is known to be much smaller than both \(\sqrt S\) and \(1/\sqrt S\), then \(|w|<\sqrt S\) and the two ratios together fix \(S\) and \(\eta\), the sign of \(\eta\) being relative to that of \(d\). Without that knowledge a further line is needed: the same two ratios also fit \(S=0.004\) with \(\eta=2.52\), but the next absorption ratio would then be 0.017 instead of 2.355. In this example the geometric mean of the two first ratios, 2.559, is already within 0.2 per cent of \(S\). This extraction of \(\eta\) assumes harmonic potentials of equal frequency. The Morse potentials of the previous section, with a constant dipole, also shift the first absorption and emission ratios in opposite directions, to 2.28 and 2.86, so these two ratios cannot separate a varying dipole from anharmonicity.

## Finite temperature

The initial populations are \(p_n=(1-z)z^n\), with \(z=e^{-\hbar\omega/(k_BT)}\). The zero-temperature result requires \(z\ll1\); for \(S\gg1\) the weights of the origin and of the first few lines above it also require \(S^2z\ll1\). At 300 K the example has \(p_0=0.853\), hence \(z=0.147\) and \(p_1=0.853\times0.147=0.125\).

Hot bands now appear below the origin. The transition \(1_g\to0_e\) has weight \(Se^{-S}=0.198\) by the emission formula and contributes \(0.125\times0.198=0.025\). The total weight below the origin is 0.031; higher initial levels supply the rest.

The weight at the origin rises from 0.077 to 0.090. To see why, use \(|1_g\rangle=a^\dagger|0_g\rangle\) and \(a^\dagger=b^\dagger+\alpha\):

\[
\langle1_e|1_g\rangle=c_0+\alpha c_1=(1-S)c_0 .
\]

The \(1_g\to1_e\) transition has weight \((1-S)^2e^{-S}=0.188\), larger than the 0-0 weight of 0.077. Levels 0 and 1 together contribute \(0.853\times0.077+0.125\times0.188\approx0.089\), most of the total. At this temperature, taking \(S=-\ln P_0\) from the line at the origin would give about 2.40 instead of 2.56, even after correction for photon energy.

## Computed values

```
Ligand mass: 20.0 u
Mode wavenumber: 400.0 cm^-1
Change of each bond length: 0.060 angstrom
Origin (0-0 line): 25000.0 cm^-1
Angular frequency: 7.53461e+13 rad/s
Oscillator length sqrt(hbar/(m omega)): 0.06492 angstrom
Mode displacement d: 0.14697 angstrom
Dimensionless shift alpha: 1.60082
Huang-Rhys factor S: 2.56264
Reorganization energy: 1025.06 cm^-1
Reorganization energy: 20.3622 zJ
Mean transition energy from grid: 26025.06 cm^-1
Mean n from grid: 2.56264
Variance of n from grid: 2.56264
n | line (cm^-1) | P_n grid | P_n Poisson | absorption share
0 | 25000.0 | 0.07710 | 0.07710 | 0.07406
1 | 25400.0 | 0.19758 | 0.19758 | 0.19284
2 | 25800.0 | 0.25317 | 0.25317 | 0.25098
3 | 26200.0 | 0.21626 | 0.21626 | 0.21771
4 | 26600.0 | 0.13855 | 0.13855 | 0.14161
5 | 27000.0 | 0.07101 | 0.07101 | 0.07367
6 | 27400.0 | 0.03033 | 0.03033 | 0.03193
7 | 27800.0 | 0.01110 | 0.01110 | 0.01186
8 | 28200.0 | 0.00356 | 0.00356 | 0.00385
Sum of P_n for n = 0 to 8: 0.99865
Apparent S from first absorption ratio: 2.60364
Apparent S from first emission photon-rate ratio: 2.44159
Softened excited-state wavenumber: 360.0 cm^-1
Ratios (n+1)P_(n+1)/P_n, n = 0,1,2:
  equal frequencies: 2.56264, 2.56264, 2.56264
  softened excited state: 2.55554, 2.45136, 2.34511
  dipole slope eta = 0.10: 2.36330, 2.35524, 2.34650
Temperature of hot-band example: 300.0 K
Population of lowest vibrational level: 0.85315
Weight below the origin at this temperature: 0.03113
Weight at the origin at this temperature: 0.09043
```
